The Temkin isotherm from independent Langmuir sites with uniformly distributed energies, part 2

The problem is the mean coverage Θ of a gas at pressure p and temperature T on sites whose adsorption energies E (positive for binding) are spread uniformly from E0 to E1, and how far a line in ln p can represent it. Molecules adsorb whole, one per site, without influencing each other. Energies are in eV, pressures in Torr.

An empty site fills at the rate r_a, proportional to p; a full one empties at the rate r_d = ν exp(−E/kT). Its occupation is θ = Kp/(1 + Kp), with

K(E) = K_s exp(E/kT),   K_s = S/(n ν √(2πmkT)),

where S is the sticking probability, n the site density, ν the desorption prefactor and m the molecular mass. S and ν are the same for all sites and independent of T. With Δ = E1 − E0, w = Δ/kT, K0 = K(E0) and K1 = K(E1) (K_lo and K_hi in the numerical output), the closed isotherm is

Θ = (1/w) ln[(1 + K1p)/(1 + K0p)].      (1)

Its inverse is

p = [exp(wΘ) − 1]/[K1 − K0 exp(wΘ)].      (2)

For 1/K1 ≪ p ≪ 1/K0 it follows the Temkin line

Θ_T = (1/w) ln(K1p) = (kT/Δ) ln(K1p),      (3)

of slope 1/w. The slope of (1) is largest at p_m = 1/√(K0K1), where it is tanh(w/4)/w. For any normalised density of sites g(E),

dΘ/d ln p = ∫ g(E) θ(1 − θ) dE.      (11)

The weight θ(1 − θ) is centred on the threshold energy, where a site is half full; the switching zone around it, from occupation 0.1 to 0.9, is 4.39 kT wide.

The isosteric heat is q = kT² (∂ ln p/∂T)_Θ. On the line, ln p = ΘΔ/(kT) − E1/(kT) − ln K_s, which gives

q = E1 − ΘΔ + kT/2.      (12)

The example is ammonia on titanium nitride at 450 K, with rough assumed values: kT = 0.03878 eV, energies from 0.6 to 1.1 eV, w = 12.89, ν = 10¹³ s⁻¹, S = 1, n = 3 × 10¹⁴ cm⁻², K0 = 0.701 Torr⁻¹, K1 = 2.79 × 10⁵ Torr⁻¹. The slope stays within 5 % of 1/w from 6.8 × 10⁻⁵ to 7.5 × 10⁻² Torr.

The correction to (12) follows from the exact inverse of the isotherm, whose logarithm can be written

ln p = wΘ − ln K1 + ln[1 − exp(−wΘ)] − ln[1 − exp(−w(1 − Θ))].

Since w varies as 1/T, the last two terms add to q the amount

−ΘΔ/[exp(wΘ) − 1] + (1 − Θ)Δ/[exp(w(1 − Θ)) − 1].

The two parts cancel at half coverage. At Θ = 0.3 the first is −0.15/46.9 = −0.003 eV and the second is negligible. This accounts for the difference between the exact heat, 0.966 eV, and the value 0.969 eV from (12).

The same quantity gives the change of coverage with temperature at fixed pressure. Requiring dΘ = 0 for simultaneous changes of T and ln p gives

(∂Θ/∂T)_p = −(∂Θ/∂ ln p)_T (∂ ln p/∂T)_Θ.

On the line the first factor is kT/Δ and the second is q/(kT²), so

(∂Θ/∂T)_p = −q/(ΔT).      (13)

At 0.01 Torr the coverage is 0.615, and q = 1.1 − 0.307 + 0.019 = 0.812 eV. A rise of 10 K then changes the coverage by

−10 × 0.812/(0.5 × 450) = −0.036,

which agrees with the difference of two full averages at 450 and 460 K.

2.4 When equilibrium may be assumed

The isotherm applies if the pressure changes slowly compared with the response of the sites. The rate equation of one site is

dθ/dt = r_a − (r_a + r_d) θ.

At constant pressure the deviation from the steady value decays exponentially with the time constant

τ = 1/(r_a + r_d).

The slowest sites are those with the smallest r_d, the strongest ones. At 0.01 Torr their time constant is 7.5 × 10⁻⁵ s, set almost entirely by arrival. In vacuum r_a vanishes, and the same sites empty with a time constant of 0.21 s, if desorbed molecules are removed before they return. A pulse of a second at 0.01 Torr therefore reaches equilibrium in this model. A purge of a tenth of a second does not, and its coverage has to be found from the rate equation, site class by site class.

2.5 Repulsion between adsorbed molecules

The model has ignored the influence of neighbours. In a mean-field treatment the adsorption energy of every site falls from E to E − UΘ, where U > 0 is the reduction at full coverage. This assumes that strong and weak sites are mixed at random, so that each sees the mean coverage, and that molecules do not arrange themselves to avoid each other.

The shift multiplies every K by exp(−UΘ/kT). On the line,

Θ = (kT/Δ) [ln(K1p) − UΘ/kT].

Bringing the term in Θ to the left gives Θ(1 + U/Δ) = (kT/Δ) ln(K1p), and hence

Θ = [kT/(Δ + U)] ln(K1p).      (14)

The isotherm stays straight and becomes flatter. Its slope s yields the sum Δ + U = kT/s, not Δ alone. If U does not depend on temperature, the heat does not separate the two either: the steps that led to (12) now give q = E1 − Θ(Δ + U) + kT/2. Repulsion can even take the place of the distribution. For identical sites with energy E and constant K, the shifted Langmuir isotherm is Θ/(1 − Θ) = Kp exp(−UΘ/kT), or

ln(Kp) = UΘ/kT + ln[Θ/(1 − Θ)].

The derivative of the last term with respect to Θ is 1/[Θ(1 − Θ)], which is at least 4. If U is much larger than 4kT, the first term therefore dominates the slope except near empty and full coverage, and the mean-field isotherm is nearly straight in between. This needs a repulsion of long range. If only nearest neighbours on a square lattice repel, a small imbalance between the two interlaced sublattices feeds back on itself with the factor UΘ(1 − Θ)/kT, which exceeds one at half coverage once U > 4kT. At strong repulsion the molecules then order on alternate sites, and the isotherm shows a plateau near Θ = 1/2 instead of a line. For a repulsion falling as 1/r³ the same mean-field threshold lies near U = 13.6 kT, which leaves a range of U in which the line survives. The heat at fixed coverage is E − UΘ + kT/2. A straight isotherm with a linearly falling heat is thus no proof of a broad distribution of sites.

For ammonia, part of U comes from the repulsion of parallel dipoles standing upright on the surface. Two such dipoles μ at a distance r repel with the energy μ²/(4πε₀r³). On a square lattice with n sites per area the spacing is n^(−1/2), and summing 1/r³ over all neighbours gives 9.03 n^(3/2). The film is metallic, so each dipole has an image. Reversing the charges and reflecting their positions leaves an upright dipole pointing the same way, and at distances large compared with its height the image doubles the field at the neighbours. Therefore

U = 2 × 9.03 μ² n^(3/2)/(4πε₀).

A rough dipole of 1.5 D gives 0.066 eV without images and U = 0.132 eV with them. For a rigid dipole of that size this is a high estimate, because the images are counted in full. The nearest neighbours are only 5.8 Å away, so the height of the dipole is not negligible: at 1.5 Å above the image plane, the images add about half of the direct value and U is near 0.10 eV. Polarisation is left out and works in both directions: neighbours weaken each other's dipoles, while the image of a molecule strengthens its own dipole. With a polarisability near 2 Å³ at that height, the effective U runs from about 0.14 eV at low coverage to about 0.11 eV at full coverage. The value 0.132 eV is kept below as one near the upper end for this dipole. Charge transfer to the surface could change the dipole itself in either direction, so the value is not a bound.

The effect is large. The slope falls by the factor 0.5/(0.5 + 0.132) = 0.79, and the coverage at 0.01 Torr falls from 0.615 to 0.487. The self-consistent solution of the full average gives the same coverage to three digits.

2.6 Other departures from the assumptions

Each comparison in this section changes one assumption and keeps the temperature and the remaining parameters of the example, without repulsion.

Shape of the distribution. A uniform band has the variance Δ²/12. A Gaussian with the same mean and variance has the standard deviation 0.5/√12 = 0.144 eV. Its peak density exceeds 1/Δ by the factor √12/√(2π) = 1.38, but (11) averages the density over a switching zone of comparable width, which lowers the slope. At p_m the slope is 1.25 times 1/w, and at 0.075 Torr it has dropped to 0.87 times 1/w. Over a range where the uniform band loses 5 % of its slope, the Gaussian loses 30 % of its central value. A short stretch of data near half coverage can look straight for either distribution, but the width inferred from its slope depends on which is assumed.

Prefactor that varies with energy. Let ν rise exponentially with E, by a factor of ten from the weakest to the strongest site, with its value at the centre of the band unchanged. Then ln K is still linear in E, but its range shrinks from w to w′ = w − ln 10 = 10.59. The derivation of the isotherm needs only a uniform distribution of ln K, so it holds with w′ in place of w. Relative to 1/w, the central slope is

(w/w′) tanh(w′/4) = 1.22 × 0.990 = 1.21.

A fit that assumed a constant prefactor would return too narrow a band.

Prefactor that is wrong for all sites. A common error in S, n or ν leaves the slope alone and shifts the isotherm along the pressure axis. If K_s is wrong by a factor of ten, the curve moves by one decade and the coverage in the middle region changes by 0.18. A larger error is likely here, because S and ν are tied by detailed balance: ν/S = (kT/h) q_rot/(nΛ² q_ads), where Λ is the thermal wavelength, q_rot the rotational partition function in the gas and q_ads the partition function of the adsorbed molecule. For ammonia at 450 K, kT/h is 9.4 × 10¹² s⁻¹ and 1/(nΛ²) is about 830, so the pair S = 1, ν = 10¹³ s⁻¹ describes a molecule that moves and rotates on the surface almost as freely as in a two-dimensional gas. A localised molecule with plausible vibration frequencies has ν between a few times 10¹⁴ and about 2 × 10¹⁶ s⁻¹, which lowers the coverage at 0.01 Torr from 0.615 to between about 0.3 and 0.07. Such a ν also depends on temperature, which alters the term kT/2 in the heat. An absolute coverage computed from energies and an assumed prefactor, as in this example, therefore deserves little trust unless one measured point fixes the position.

Dissociation. Suppose that each molecule splits on two like sites and leaves by recombination. The balance of a pair is r_a(1 − θ)² = r_dθ², so θ/(1 − θ) = √(Kp). Now √K varies as exp(E/(2kT)), and with dE = 2kT d(√K)/√K the average becomes

Θ = (2/w) ln{[1 + √(K1p)]/[1 + √(K0p)]}.

In the middle region the square root halves the logarithm and the factor 2 restores it, so the line is the same as before. The ends are more rounded, because the occupation changes half as fast with energy. The average has the earlier form with w/2 in place of w and √p in place of p, which gives the central slope

tanh(w/8)/w,

or 0.92 of 1/w in the example. No pressure then meets a 5 % slope tolerance, although the energy band is unchanged. The slope of a straight section cannot tell whether the molecule has dissociated.

2.7 The example beside a real film

Ammonia is a co-reactant in atomic layer deposition of titanium nitride, and 450 K is a plausible temperature for processes that use metal amides. The assumed site density is roughly a quarter of the density of metal atoms on a flat (001) face. A working pressure of 0.01 Torr is on the low side for such reactors, where total pressures of some tenths of a Torr to a few Torr are usual. If the ammonia itself reaches 1 Torr, the example lies outside its linear window, and the line gives 0.97 where the closed isotherm gives 0.93. A real film also breaks the assumption of independent sites. With the repulsion estimated above, the coverage at 0.01 Torr moves by 0.13, far more than the error of the line at that pressure. During growth, ammonia also reacts irreversibly with ligands on the surface. The isotherm describes at most the part that is held reversibly, and the size of the reactive part cannot be obtained from this model.

2.8 Extracting parameters from data

If coverages are known on an absolute scale, a straight fit Θ = s ln p + c gives Δ + U = kT/s from its slope. Setting Θ = 0 in (14) shows that the fitted line reaches zero at p = 1/K1, so

K1 = exp(c/s).

This pressure is an extrapolation, and both relations are exact only for the line itself. In the example without repulsion, a fit to points spaced evenly in ln p over the window for a 5 % loss of slope returns Δ about 1 % and K1 about 6 % too large. Without repulsion, the actual coverage there follows from the closed isotherm with K1p = 1 and K0p = exp(−w): it is close to (ln 2)/w, which is 0.054 in the example.

If the instrument reports a signal AΘ with an unknown factor A, the slope gives AkT/(Δ + U), and Δ + U cannot be found from it until A is known. Data that reach saturation supply A. Such data lie outside the straight section, so they should be fitted with the closed isotherm, or with its self-consistent version when U is included. The complete set of values for the example is in the numerical output below.

Numbers as computed

```
temperature 450 K, kT = 0.03878 eV
energy band 0.6 to 1.1 eV, width 0.50 eV, w = 12.894
prefactor 1.0e+13 1/s, sticking 1.0, mass 17.03 u
site density 3.0e+14 1/cm2
K_s = 1.3376e-07 1/Torr
K_lo = 7.0148e-01 1/Torr, K_hi = 2.7911e+05 1/Torr
1/K_hi = 3.583e-06 Torr, 1/K_lo = 1.426e+00 Torr
midpoint pressure 2.260e-03 Torr
Temkin slope 0.07756 per ln p, 0.1786 per decade
central slope / Temkin slope = 0.9968
p (Torr), exact coverage, Temkin line, line minus exact:
  1e-07  0.00213  -0.27755  -0.27969
  1e-06  0.01909  -0.09897  -0.11807
  1e-05  0.10335  0.07961  -0.02375
  1e-04  0.26091  0.25818  -0.00272
  1e-03  0.43699  0.43676  -0.00022
  1e-02  0.61483  0.61534  0.00051
  1e-01  0.78867  0.79392  0.00526
  1e+00  0.93128  0.97250  0.04122
  1e+01  0.98966  1.15108  0.16142
  1e+02  0.99890  1.32966  0.33076
slope tolerance 5 %, half-window in ln p 3.502
window 6.814e-05 to 7.495e-02 Torr
window length 3.04 decades
window coverage 0.232 to 0.768
least w for a window 7.327, least width 0.284 eV
working pressure 0.01 Torr, coverage 0.6148
threshold energy there 0.7923 eV
10-90 % switching zone 0.1704 eV
coverage, isosteric heat exact (eV), line formula (eV):
  0.3  0.9662  0.9694
  0.5  0.8694  0.8694
  0.7  0.7726  0.7694
strongest site: filling time 7.474e-05 s at working pressure
strongest site: emptying time 0.209 s in vacuum
coverage change for +10 K -0.0359
dipole 1.5 D (rough), lattice sum 9.0336
repulsion at full coverage: direct 0.0659 eV
repulsion with images U = 0.1318 eV
slope with repulsion / Temkin slope = 0.7893
formula D/(D+U) = 0.7913
coverage with repulsion 0.4870, its line 0.4869
Gaussian standard deviation 0.1443 eV
Gaussian slope / Temkin slope: centre 1.248
Gaussian slope / Temkin slope: window edge 0.868
tenfold prefactor rise: central slope / Temkin 1.205
dissociation: central slope / Temkin 0.923
```
